# Thermal-Field Strength for Boltzmann Sampling by the Stochastic Gilbert Equation: a numerical check

```python
"""
Result under test: the Gilbert equation
    dm/dt = -gamma m x (B + b) + alpha m x dm/dt       (Stratonovich)
with <b_i(t) b_j(t')> = 2 D delta_ij delta(t-t') samples exp(-E/kT) when
    D = alpha kT / (gamma mu).
m: unit spin direction; mu: magnetic moment; B = -(1/mu) dE/dm;
gamma: positive gyromagnetic ratio; alpha: Gilbert damping; kT: thermal energy.
K = D gamma^2/(1+alpha^2) is the rotational diffusion rate.
Reduced simulations use gamma = mu = anisotropy field = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const


def noise_strength(alpha, thermal_energy, gamma, moment):
    return alpha * thermal_energy / (gamma * moment)


# Exact stationarity test, starting from the implicit Gilbert equation.
x, y, z, D_unknown = sp.symbols("x y z D", real=True)
coords = (x, y, z)
m_sym = sp.Matrix(coords)
a_s, kT_s = sp.Rational(2, 5), sp.Rational(3, 10)
g_s, mu_s = sp.Rational(7, 4), sp.Rational(5, 3)
energy = -z**2 + x**2 / 3 - x / 5 + y * z / 4 + x * y * z / 2
cross_matrix = sp.Matrix([[0, -z, y], [z, 0, -x], [-y, x, 0]])
field_sym = -sp.Matrix([sp.diff(energy, c) for c in coords]) / mu_s
mobility = (sp.eye(3) - a_s * cross_matrix).inv() * (-g_s * cross_matrix)
mobility = mobility.applyfunc(sp.cancel)
drift_sym = mobility * field_sym
grad_log_p = [-sp.diff(energy, c) / kT_s for c in coords]


def divergence_over_p(vector):
    """Return div(vector * P) / P for the Boltzmann density P."""
    return sum(sp.diff(vector[i], coords[i]) + vector[i] * grad_log_p[i]
               for i in range(3))


def stationary_strengths(noise_matrix, points):
    noise_part = 0
    for k in range(3):
        column = noise_matrix[:, k]
        noise_part += divergence_over_p(column * divergence_over_p(column))
    drift_part = divergence_over_p(drift_sym)
    answers = []
    for point in points:
        values = dict(zip(coords, point))
        top, bottom = drift_part.subs(values), noise_part.subs(values)
        assert bottom != 0
        answers.append(sp.nsimplify(top / bottom))
    return answers


R = sp.Rational
sphere_points = [(R(2, 7), R(3, 7), R(6, 7)),
                 (R(1, 3), R(2, 3), -R(2, 3)),
                 (R(4, 9), -R(7, 9), R(4, 9))]
D_expected = noise_strength(a_s, kT_s, g_s, mu_s)
D_full = stationary_strengths(mobility, sphere_points)
assert all(value == D_expected for value in D_full)

# Noise only in the precession term of the Landau-Lifshitz form.
radius2 = x**2 + y**2 + z**2
precession_noise = -g_s / (1 + a_s**2 * radius2) * cross_matrix
D_precession = stationary_strengths(precession_noise, sphere_points)
assert all(value == D_expected * (1 + a_s**2) for value in D_precession)

# Diffusion tensor and purely radial Stratonovich correction.
correction = sp.zeros(3, 1)
for k in range(3):
    column = mobility[:, k]
    correction += column.jacobian(m_sym) * column
for point in sphere_points:
    values = dict(zip(coords, point))
    direction = sp.Matrix(point)
    rate = g_s**2 / (1 + a_s**2)
    numeric_mobility = mobility.subs(values)
    tensor = numeric_mobility * numeric_mobility.T
    assert tensor == rate * (sp.eye(3) - direction * direction.T)
    assert correction.subs(values) == -2 * rate * direction

# Linear fluctuation spectrum against classical equipartition.
alpha_lin, theta_lin = 0.1, 0.02
stiffness = np.diag([1.0, 1.6])
quarter_turn = np.array([[0.0, -1.0], [1.0, 0.0]])
n_freq = 8000
angles = -np.pi / 2 + (np.arange(n_freq) + 0.5) * np.pi / n_freq
omega = np.tan(angles)
inverse_chi = (stiffness[None, :, :] - 1j * omega[:, None, None]
               * (alpha_lin * np.eye(2) + quarter_turn)[None, :, :])
chi = np.linalg.inv(inverse_chi)
chi_dagger = np.conj(np.swapaxes(chi, 1, 2))
D_lin = noise_strength(alpha_lin, theta_lin, 1.0, 1.0)
spectrum = 2 * D_lin * (chi @ chi_dagger)
fdt_spectrum = (2 * theta_lin / omega[:, None, None]
                * (chi - chi_dagger) / 2j)
middle = np.abs(omega) < 10
middle &= np.abs(omega) > 0.01
assert np.allclose(spectrum[middle], fdt_spectrum[middle],
                   rtol=1e-8, atol=1e-12)
weights = (1 + omega**2) * np.pi / n_freq / (2 * np.pi)
covariance = np.sum(spectrum * weights[:, None, None], axis=0).real
equipartition = theta_lin * np.linalg.inv(stiffness)
assert np.allclose(covariance, equipartition, rtol=1e-6, atol=1e-9)


# Stochastic trajectories by the Heun method, which has the Stratonovich limit.
def cross(a, b):
    return np.array((a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]))


def gilbert_increment(m, field, impulse, dt, alpha):
    torque = -cross(m, field(m) * dt + impulse)
    return (torque + alpha * cross(m, torque)) / (1 + alpha**2)


def heun_step(m, field, dt, alpha, D, rng):
    impulse = np.sqrt(2 * D * dt) * rng.standard_normal(m.shape)
    first = gilbert_increment(m, field, impulse, dt, alpha)
    second = gilbert_increment(m + first, field, impulse, dt, alpha)
    new = m + 0.5 * (first + second)
    return new / np.sqrt(np.sum(new**2, axis=0))


rng = np.random.default_rng(20481)
alpha_sim, theta_sim, dt_sim = 0.5, 0.25, 0.04
D_sim = noise_strength(alpha_sim, theta_sim, 1.0, 1.0)
hard_axis, bias_x, bias_z = 0.6, 0.2, 0.15


def biaxial_field(m):
    return np.array((-hard_axis * m[0] + bias_x,
                     np.zeros_like(m[1]), m[2] + bias_z))


def boltzmann_moments(theta):
    nodes, node_weights = np.polynomial.legendre.leggauss(80)
    phi = 2 * np.pi * np.arange(120) / 120
    mz = nodes[:, None] + 0 * phi[None, :]
    mx = np.sqrt(1 - nodes[:, None]**2) * np.cos(phi)[None, :]
    e = -mz**2 / 2 + hard_axis * mx**2 / 2 - bias_x * mx - bias_z * mz
    p = node_weights[:, None] * np.exp(-e / theta)
    p /= p.sum()
    return np.array([(p * q).sum() for q in (mx, mz, mx**2, mz**2)])


spins = rng.standard_normal((3, 10000))
spins /= np.sqrt(np.sum(spins**2, axis=0))
records = []
for step in range(2000):
    spins = heun_step(spins, biaxial_field, dt_sim, alpha_sim, D_sim, rng)
    if step >= 1000 and step % 10 == 0:
        records.append([spins[0].mean(), spins[2].mean(),
                        (spins[0]**2).mean(), (spins[2]**2).mean()])
sampled = np.mean(records, axis=0)
predicted = boltzmann_moments(theta_sim)
wrong_temperature = boltzmann_moments(theta_sim * (1 + alpha_sim**2))
# Tolerances cover sampling error and the finite time step.
assert np.all(np.abs(sampled - predicted) < [0.025, 0.025, 0.012, 0.012])
assert abs(wrong_temperature[3] - predicted[3]) > 0.02


# Slowest odd mode of the uniaxial Fokker-Planck equation.
def reduced_switching_eigenvalue(sigma, size=30):
    matrix = np.zeros((size, size))
    for j in range(size):
        l = 2 * j + 1
        c = 2 * sigma * l * (l + 1) / (2 * l + 1)
        matrix[j, j] = (l * (l + 1)
                        - c * (l / (2 * l - 1) - (l + 1) / (2 * l + 3)))
        if j > 0:
            matrix[j - 1, j] = -c * (l - 1) / (2 * l - 1)
        if j + 1 < size:
            matrix[j + 1, j] = c * (l + 2) / (2 * l + 3)
    return np.min(np.linalg.eigvals(matrix).real)


def high_barrier_eigenvalue(sigma):
    return 4 / np.sqrt(np.pi) * sigma**1.5 * np.exp(-sigma)


def uniaxial_field(m):
    return np.array((np.zeros_like(m[0]), np.zeros_like(m[1]), m[2]))


spins = np.zeros((3, 30000))
spins[2] = 1.0
early_step, late_step = 150, 600
for step in range(1, late_step + 1):
    spins = heun_step(spins, uniaxial_field, dt_sim, alpha_sim, D_sim, rng)
    if step == early_step:
        early_mean = spins[2].mean()
late_mean = spins[2].mean()
simulated_rate = (np.log(early_mean / late_mean)
                  / ((late_step - early_step) * dt_sim))
diffusion_sim = D_sim / (1 + alpha_sim**2)
sigma_sim = 1 / (2 * theta_sim)
eigen_rate = diffusion_sim * reduced_switching_eigenvalue(sigma_sim)
assert abs(simulated_rate / eigen_rate - 1) < 0.06

# Worked macrospin in SI units.
diameter, thickness = 20e-9, 1.5e-9
magnetization, anisotropy_field = 1.0e6, 0.2
alpha, temperature, time_step = 0.01, 300.0, 1e-12
gamma = const.physical_constants["electron gyromag. ratio"][0]
volume = np.pi * diameter**2 * thickness / 4
moment = magnetization * volume
kT = const.k * temperature
D = noise_strength(alpha, kT, gamma, moment)
step_field = np.sqrt(2 * D / time_step)
barrier = moment * anisotropy_field / 2
sigma = barrier / kT
diffusion = D * gamma**2 / (1 + alpha**2)
reduced_rate = reduced_switching_eigenvalue(sigma)
switching_rate = diffusion * reduced_rate
dwell = 2 / switching_rate
estimate_rate = diffusion * high_barrier_eigenvalue(sigma)
for s in (9.0, sigma):
    ratio = reduced_switching_eigenvalue(s) / high_barrier_eigenvalue(s)
    assert abs(ratio * (1 + 1 / s) - 1) < 4 / s**2
D_double = 2 * D
effective_temperature = D_double * gamma * moment / (alpha * const.k)
sigma_double = barrier / (const.k * effective_temperature)
rate_double = (2 * diffusion
               * reduced_switching_eigenvalue(sigma_double))
dwell_double = 2 / rate_double
quantum_ratio = const.hbar * gamma * anisotropy_field / kT

print("EXACT STATIONARITY TEST (reduced units)")
print(f"alpha, kT, gamma, mu = {a_s}, {kT_s}, {g_s}, {mu_s}")
print(f"D solved at three directions = {D_full}")
print(f"D for precession-only noise = {D_precession}")
print("LINEAR SPECTRUM TEST (reduced units)")
print(f"alpha = {alpha_lin}, kT/(mu B_k) = {theta_lin}")
print(f"stiffnesses = {stiffness[0, 0]}, {stiffness[1, 1]}")
print(f"variances from spectrum = {covariance[0,0]:.6f}, {covariance[1,1]:.6f}")
print(f"equipartition = {equipartition[0,0]:.6f}, {equipartition[1,1]:.6f}")
print("TRAJECTORY TEST (reduced units)")
print(f"alpha = {alpha_sim}, kT/(mu B_k) = {theta_sim}, step = {dt_sim}")
print(f"hard-axis ratio = {hard_axis}, bias x,z = {bias_x}, {bias_z}")
print("moments: <mx>, <mz>, <mx^2>, <mz^2>")
print("sampled    =", " ".join(f"{v:.4f}" for v in sampled))
print("Boltzmann  =", " ".join(f"{v:.4f}" for v in predicted))
print("T(1+alpha^2) =", " ".join(f"{v:.4f}" for v in wrong_temperature))
print(f"uniaxial barrier ratio in decay test = {sigma_sim:.2f}")
print(f"decay rate, trajectories = {simulated_rate:.5f} gamma B_k")
print(f"decay rate, eigenvalue = {eigen_rate:.5f} gamma B_k")
print("WORKED MACROSPIN")
print(f"diameter = {diameter*1e9:.1f} nm, thickness = {thickness*1e9:.1f} nm")
print(f"M_s = {magnetization:.3e} A/m, B_k = {anisotropy_field:.3f} T")
print(f"alpha = {alpha:.3f}, temperature = {temperature:.1f} K")
print(f"gamma = {gamma:.6e} rad/(s T)")
print(f"volume = {volume:.4e} m^3")
print(f"moment = {moment:.4e} A m^2")
print(f"thermal energy kT = {kT:.4e} J")
print(f"noise strength D = {D:.4e} T^2 s")
print(f"time step = {time_step*1e12:.2f} ps")
print(f"random field per component = {step_field*1e3:.3f} mT")
print(f"barrier = {barrier:.4e} J")
print(f"barrier/kT = {sigma:.4f}")
print(f"diffusion rate K = {diffusion:.4e} s^-1")
print(f"reduced eigenvalue lambda_1/K = {reduced_rate:.4e}")
print(f"relaxation rate lambda_1 = {switching_rate:.4e} s^-1")
print(f"high-barrier lambda_1 = {estimate_rate:.4e} s^-1")
print(f"high-barrier/eigenvalue = {estimate_rate/switching_rate:.4f}")
print(f"mean dwell time = {dwell*1e6:.3f} microseconds")
print(f"doubled D = {D_double:.4e} T^2 s")
print(f"effective temperature with doubled D = {effective_temperature:.1f} K")
print(f"barrier/(k T_eff) with doubled D = {sigma_double:.4f}")
print(f"dwell time with doubled D = {dwell_double*1e6:.4f} microseconds")
print(f"dwell-time reduction factor = {dwell/dwell_double:.2f}")
print(f"hbar gamma B_k/(kT) = {quantum_ratio:.3e}")
print("finished without a failed check")
```

Output:

```
EXACT STATIONARITY TEST (reduced units)
alpha, kT, gamma, mu = 2/5, 3/10, 7/4, 5/3
D solved at three directions = [36/875, 36/875, 36/875]
D for precession-only noise = [1044/21875, 1044/21875, 1044/21875]
LINEAR SPECTRUM TEST (reduced units)
alpha = 0.1, kT/(mu B_k) = 0.02
stiffnesses = 1.0, 1.6
variances from spectrum = 0.020000, 0.012500
equipartition = 0.020000, 0.012500
TRAJECTORY TEST (reduced units)
alpha = 0.5, kT/(mu B_k) = 0.25, step = 0.04
hard-axis ratio = 0.6, bias x,z = 0.2, 0.15
moments: <mx>, <mz>, <mx^2>, <mz^2>
sampled    = 0.1292 0.3268 0.1754 0.5903
Boltzmann  = 0.1301 0.3239 0.1770 0.5871
T(1+alpha^2) = 0.1216 0.2444 0.2018 0.5370
uniaxial barrier ratio in decay test = 2.00
decay rate, trajectories = 0.08399 gamma B_k
decay rate, eigenvalue = 0.08077 gamma B_k
WORKED MACROSPIN
diameter = 20.0 nm, thickness = 1.5 nm
M_s = 1.000e+06 A/m, B_k = 0.200 T
alpha = 0.010, temperature = 300.0 K
gamma = 1.760860e+11 rad/(s T)
volume = 4.7124e-25 m^3
moment = 4.7124e-19 A m^2
thermal energy kT = 4.1419e-21 J
noise strength D = 4.9916e-16 T^2 s
time step = 1.00 ps
random field per component = 31.596 mT
barrier = 4.7124e-20 J
barrier/kT = 11.3772
diffusion rate K = 1.5476e+07 s^-1
reduced eigenvalue lambda_1/K = 8.9693e-04
relaxation rate lambda_1 = 1.3880e+04 s^-1
high-barrier lambda_1 = 1.5350e+04 s^-1
high-barrier/eigenvalue = 1.1059
mean dwell time = 144.088 microseconds
doubled D = 9.9832e-16 T^2 s
effective temperature with doubled D = 600.0 K
barrier/(k T_eff) with doubled D = 5.6886
dwell time with doubled D = 0.7692 microseconds
dwell-time reduction factor = 187.33
hbar gamma B_k/(kT) = 8.967e-04
finished without a failed check
```
